\section*{Shift Current in Two-Band Models and the Rice–Mele Chain}

\section{What symmetry and dimensions fix}

A crystal in a field $E(t)=E_0\cos\omega t$ may carry a steady current of order $E_0^2$. Spatial inversion reverses the current but leaves $E_0^2$ unchanged, so an inversion-symmetric crystal has none. If light drives $W$ transitions per unit time and length, and each displaces an electron by $R$, the current in one dimension has the form
\begin{equation}
I\sim(-e)\,W\,R .\label{dim}
\end{equation}
The electron has charge $-e$, with $e>0$.

Consider now the Rice--Mele chain of period $a$. Sites A, of energy $+\Delta$, lie at $0,a,\dots$; sites B, of energy $-\Delta$, lie midway between them. The hopping is $t_1$ from A to the B on its right and $t_2$ to the B on its left. Put $T=t_1+t_2$ and $D=t_1-t_2$. Inversion about a site exchanges $t_1$ and $t_2$, so $I$ is odd in $D$. Inversion about a bond centre exchanges A and B, so $I$ is odd in $\Delta$. Changing the sign of every B orbital takes $(T,D)$ to $(-T,-D)$ without physical effect, so $I$ is also odd in $T$. Since only $eE_0$ couples to the electrons,
\begin{equation}
I=\frac e\hbar (eE_0a)^2\,TD\Delta\;F,\label{form}
\end{equation}
where $F$ is even in $T$, $D$ and $\Delta$ and has dimension energy$^{-4}$. It remains to find $F$ and to give $R$ a precise meaning.

\section{Rate times shift}

We assume independent electrons, filled or empty nondegenerate bands, time-reversal symmetry, a uniform field and vanishing damping. The spin factor is $g=2$. Write $\varepsilon_{nm}=\varepsilon_n-\varepsilon_m$ and
\[
A_n=i\langle u_n|\partial_ku_n\rangle,\qquad
r_{nm}=i\langle u_n|\partial_ku_m\rangle\quad(n\ne m).
\]
Site positions enter the phases of $H(k)$, so that $u_{nk}$ is the periodic part of the Bloch state. For $\psi=\int dk\sum_n c_ne^{ikx}u_{nk}$ we use $xe^{ikx}=-i\partial_ke^{ikx}$ and integrate by parts. The position operator then acts on the amplitudes as $i\partial_k$ plus the matrix with diagonal $A_n$ and off-diagonal $r_{nm}$. For a density matrix diagonal in $k$,
\begin{align}
[x,\rho]_{nm}&=i\rho_{nm;k}+[r,\rho]_{nm},\label{comm}\\
\rho_{nm;k}&=\partial_k\rho_{nm}-i(A_n-A_m)\rho_{nm}.\label{cov}
\end{align}
The potential energy is $+eEx$, so $i\hbar\dot\rho=[H,\rho]+eE[x,\rho]$.

\textbf{First order.} For a filled band $v$ and an empty band $c$, $[x,\rho^{(0)}]_{cv}=r_{cv}$. With the field switched on slowly,
\begin{equation}
\rho^{(1)}_{cv}=\frac{eE_0}{2}r_{cv}\sum_\pm
D_\pm e^{\mp i\omega t},\qquad
D_\pm=\frac1{\pm\hbar\omega-\varepsilon_{cv}+i0}.\label{first}
\end{equation}

\textbf{Second order.} The steady coherence obeys $0=\varepsilon_{nm}\rho^{(2)}_{nm}+e\overline{E[x,\rho^{(1)}]_{nm}}$, where the bar is a time average. The velocity $v=(i/\hbar)[H,x]$ has off-diagonal elements $v_{mn}=(i/\hbar)\varepsilon_{mn}r_{mn}$. Because $\varepsilon_{mn}/\varepsilon_{nm}=-1$, the energies cancel:
\begin{equation}
v_{mn}\rho^{(2)}_{nm}=\frac{ie}{\hbar}\,r_{mn}\,\overline{E[x,\rho^{(1)}]_{nm}} .\label{cancel}
\end{equation}
Summed over $n$ and $m$, the term $[r,\rho^{(1)}]$ of (\ref{comm}) gives $\mathrm{Tr}(r[r,\rho^{(1)}])=\mathrm{Tr}([r,r]\rho^{(1)})=0$. The covariant derivative is left, for any number of bands. Each pair $(c,v)$ enters with its complex conjugate, and (\ref{first}) gives $\overline{E\rho^{(1)}_{cv}}=(eE_0^2/4)r_{cv}\mathcal D$ with $\mathcal D=D_++D_-$. Multiplication by $-eg$ yields
\begin{equation}
I=\frac{ge^3E_0^2}{2\hbar}\int\!\frac{dk}{2\pi}\,
\mathrm{Re}\big[r_{vc}(r_{cv}\mathcal D)_{;k}\big].\label{Ione}
\end{equation}
In the product $r_{vc}r_{cv}\mathcal D$ the connections cancel. Its derivative integrates to zero over the Brillouin zone, so we may replace the bracket by $-(r_{cv;k})^*r_{cv}\mathcal D$. With $r_{cv}=|r|e^{i\varphi}$, equation (\ref{cov}) gives
\begin{align}
r_{cv;k}&=e^{i\varphi}\big(\partial_k|r|-i|r|R\big),\label{rcov}\\
R&=A_c-A_v-\partial_k\varphi .\label{shift}
\end{align}
Hence $(r_{cv;k})^*r_{cv}=\tfrac12\partial_k|r|^2+i|r|^2R$, and the integrand of (\ref{Ione}) becomes
\begin{equation}
-\tfrac12(\partial_k|r|^2)\,\mathrm{Re}\,\mathcal D+|r|^2R\;\mathrm{Im}\,\mathcal D .\label{split}
\end{equation}
Time reversal allows $u_{n,-k}=u_{nk}^*$, so $\varepsilon_n$ and $|r|^2$ are even in $k$. The first term is then odd and integrates to zero. The photoexcited populations are also even while band velocities are odd, so they carry no net current. Finally $\mathrm{Im}\,\mathcal D=-\pi\delta(\varepsilon_{cv}-\hbar\omega)$, and
\begin{align}
I&=-eg\int\frac{dk}{2\pi}\,W_kR_k,\label{main}\\
W_k&=\frac{2\pi}{\hbar}\Big(\frac{eE_0}{2}\Big)^2|r_{cv}|^2\,\delta(\varepsilon_{cv}-\hbar\omega).\label{rate}
\end{align}
$W_k$ is the golden-rule rate for the perturbation $eEx$. Equation (\ref{main}) makes (\ref{dim}) precise; further pairs of bands add. In a magnetic crystal, or with asymmetric scattering, populations need not be even in $k$ and a ballistic current may be added. Equation (\ref{main}) counts only the displacement on excitation. In a steady state the carriers also relax and recombine, and these processes carry shifts of their own; a vertical emission polarized along the chain displaces the electron by $-R_k$.

\textbf{Gauge and meaning.} Under $u_n\to e^{i\theta_n}u_n$, $A_n$ changes by $-\partial_k\theta_n$ and $\varphi$ by $\theta_v-\theta_c$. The changes in (\ref{shift}) cancel, although neither part is invariant alone. A packet in band $n$ with amplitude $|c_n|e^{i\chi_n}$ has mean position $A_n-\partial_k\chi_n$, averaged over $|c_n|^2$. A transition multiplies its amplitude by $r_{cv}$ and by a factor that depends on $k$ through $\varepsilon_{cv}$. The first factor moves the packet by $R$; the second contributes terms odd in $k$, which cancel between $k$ and $-k$. Thus $R$ is the displacement of the electron in the transition.

For a weak pulse the excitation probability is $P_k=e^2|r_{cv}|^2|\hat E(\varepsilon_{cv}/\hbar)|^2/\hbar^2$, with $\hat E(\Omega)=\int E(t)e^{i\Omega t}dt$, and the mean displacement per excitation is $\sum_kP_kR_k/\sum_kP_k$.

\section{Why two bands need the second derivative}

Let $h=\partial_kH$ and $w=\partial_k^2H$, with matrix elements between the $u_n$. Differentiate $Hu_v=\varepsilon_vu_v$ and project on $u_c$:
\begin{equation}
\langle u_c|\partial_ku_v\rangle=-\frac{h_{cv}}{\varepsilon_{cv}},\qquad
r_{cv}=-\frac{ih_{cv}}{\varepsilon_{cv}} .\label{rh}
\end{equation}
Now differentiate $h_{cv}=\langle u_c|h|u_v\rangle$ and insert complete sets beside the differentiated states. The diagonal connections are removed by the covariant derivative, which leaves
\begin{align}
h_{cv;k}={}&w_{cv}-\frac{h_{cv}(h_{cc}-h_{vv})}{\varepsilon_{cv}}\nonumber\\
&+\sum_{m\ne c,v}h_{cm}h_{mv}\Big(\frac1{\varepsilon_{cm}}+\frac1{\varepsilon_{vm}}\Big).\label{sumrule}
\end{align}
The second term comes from $m=v$ beside $u_c$ and $m=c$ beside $u_v$. By (\ref{rcov}), $R=-\mathrm{Im}(r_{cv;k}/r_{cv})$. By (\ref{rh}), $r_{cv;k}/r_{cv}=h_{cv;k}/h_{cv}-\partial_k\varepsilon_{cv}/\varepsilon_{cv}$, whose last term is real. The second term of (\ref{sumrule}), divided by $h_{cv}$, is real too. For two bands the sum is empty, so wherever $h_{cv}\neq0$
\begin{equation}
R=-\,\mathrm{Im}\,\frac{w_{cv}}{h_{cv}} .\label{two}
\end{equation}
A two-band Hamiltonian linear in $k$ therefore has no shift, however strong its absorption. A continuum Hamiltonian with kinetic energy $p^2/2m$ and a local potential shows the opposite division: $w=\hbar^2/m$ times the identity, so $w_{cv}=0$ and the shift comes from the virtual transitions in (\ref{sumrule}). A two-band model has no such sum, and $\partial_k^2H$ is its one source of shift.

This conclusion holds for current parallel to the field. In higher dimensions let the field point along $b$ and the current along $a$. The displacement is then $R^a_b=A^a_c-A^a_v-\partial_a\arg r^b_{cv}$, with $A^a_n=i\langle u_n|\partial_au_n\rangle$ and $r^b_{cv}=i\langle u_c|\partial_bu_v\rangle$. The same steps, with $h^b=\partial_bH$ differentiated along $a$, give for two bands
\begin{equation}
R^{a}_{b}=-\mathrm{Im}\frac{w^{ab}_{cv}}{h^b_{cv}}
+\frac{\partial_b\varepsilon_{cv}}{\varepsilon_{cv}}\,
\mathrm{Im}\frac{h^a_{cv}}{h^b_{cv}} .\label{trans}
\end{equation}
The last term vanishes for $a=b$. For $a\neq b$ it is proportional to the Berry curvature and can survive at a given $\mathbf k$ in a linear model. For instance, $H=\mathbf d\cdot\boldsymbol\sigma$ with $\mathbf d=(0.7+0.9k_x+0.3k_y,\;0.1+0.4k_x-0.8k_y,\;0.5+0.2k_y)$ has $R^x_y=-0.178$ model lengths at $\mathbf k=(0.3,0.4)$.

\textbf{Vector form.} Let $H=\mathbf d\cdot\boldsymbol\sigma$, $E=|\mathbf d|$ and $\mathbf n=\mathbf d/E$, with primes for $\partial_k$. The band projectors are $(1\pm\mathbf n\cdot\boldsymbol\sigma)/2$, so
\begin{align}
h_{vc}w_{cv}&=\tfrac14\mathrm{Tr}\big[(1-\mathbf n\cdot\boldsymbol\sigma)\,\mathbf d'\!\cdot\boldsymbol\sigma\,
(1+\mathbf n\cdot\boldsymbol\sigma)\,\mathbf d''\!\cdot\boldsymbol\sigma\big]\nonumber\\
&=\mathbf d'\!\cdot\mathbf d''-(\mathbf n\cdot\mathbf d')(\mathbf n\cdot\mathbf d'')
-i\,\mathbf n\cdot(\mathbf d'\times\mathbf d'').\label{trace}
\end{align}
The two terms with three Pauli matrices, signs included, are equal and together give the imaginary part. Replacing $\mathbf d''$ by $\mathbf d'$ gives $|h_{cv}|^2=|\mathbf d'|^2-(\mathbf n\cdot\mathbf d')^2=|\mathbf n\times\mathbf d'|^2$. Since $w_{cv}/h_{cv}=h_{vc}w_{cv}/|h_{cv}|^2$,
\begin{equation}
R=\frac{\mathbf n\cdot(\mathbf d'\times\mathbf d'')}{|\mathbf n\times\mathbf d'|^2}.\label{vec}
\end{equation}
The shift requires $\mathbf d(k)$ to follow a curved path.

\section{The Rice--Mele chain}

With $\theta=ka/2$, the hopping element is $H_{AB}=t_1e^{i\theta}+t_2e^{-i\theta}=T\cos\theta+iD\sin\theta$. As $H_{AB}=d_x-id_y$,
\begin{align*}
\mathbf d&=(T\cos\theta,\,-D\sin\theta,\,\Delta),\\
\mathbf d'&=\tfrac a2(-T\sin\theta,\,-D\cos\theta,\,0),\\
\mathbf d''&=\tfrac{a^2}4(-T\cos\theta,\,D\sin\theta,\,0).
\end{align*}
The bands are $\pm E$ with $E^2=\Delta^2+T^2\cos^2\theta+D^2\sin^2\theta$. The cross products are
\begin{align*}
(\mathbf d'\times\mathbf d'')_z&=\tfrac{a^3}{8}(-TD\sin^2\theta-TD\cos^2\theta)=-\tfrac{a^3}{8}TD,\\
\mathbf d\times\mathbf d'&=\tfrac a2(\Delta D\cos\theta,\,-\Delta T\sin\theta,\,-TD).
\end{align*}
Since $T^2\sin^2\theta+D^2\cos^2\theta=T^2+D^2+\Delta^2-E^2$, we have $|h_{cv}|^2=a^2G/(4E^2)$ with
\begin{equation}
G=T^2D^2+\Delta^2(T^2+D^2+\Delta^2-E^2).\label{G}
\end{equation}
Equations (\ref{rh}), with $\varepsilon_{cv}=2E$, and (\ref{vec}) now give
\begin{equation}
|r_{cv}|^2=\frac{a^2G}{16E^4},\quad
R=-\frac{aTD\Delta E}{2G},\quad
|r_{cv}|^2R=-\frac{a^3TD\Delta}{32E^3}.\label{RM}
\end{equation}
$G$ cancels in the product that drives the current.

For the density of states, differentiate $E^2$: $E'=-(a/2E)(T^2-D^2)\sin\theta\cos\theta$. Take $|T|>|D|$, which holds when $t_1$ and $t_2$ have the same sign. From $E^2$ we read off $(T^2-D^2)\cos^2\theta=X$ and $(T^2-D^2)\sin^2\theta=Y$, where
\begin{equation}
X=E^2-D^2-\Delta^2,\qquad Y=T^2+\Delta^2-E^2 .\label{XY}
\end{equation}
Thus $|E'|=a\sqrt{XY}/(2E)$. The gap $2E$ has slope $2E'$, and resonance occurs at $\pm k$, so
\begin{equation}
\int\frac{dk}{2\pi}\delta(2E-\hbar\omega)=\frac{2}{2\pi\,2|E'|}=\frac{E}{\pi a\sqrt{XY}} .\label{jdos}
\end{equation}
Inserting (\ref{RM}) and (\ref{jdos}) in (\ref{main}), with prefactor $\pi e^2E_0^2/2\hbar$ from (\ref{rate}), we obtain
\begin{equation}
I=\frac{g\,e^3E_0^2a^2\,TD\Delta}{64\,\hbar\,E^2\sqrt{XY}},\qquad E=\frac{\hbar\omega}2,\label{final}
\end{equation}
for $X,Y>0$. This is (\ref{form}) with $F=g/(64E^2\sqrt{XY})$.

\textbf{Isolated dimers.} If $t_2=0$, then $T=D$, $E^2=T^2+\Delta^2$ and $G=T^2E^2$, so $R=-a\Delta/(2E)$. This can be found without Bloch states. The upper state has weight $(1-\Delta/E)/2$ on B and the lower state $(1+\Delta/E)/2$; B lies $a/2$ to the right of A. The difference of mean positions is $-a\Delta/(2E)$. The bands are flat here, so the spectrum is a line and (\ref{final}) does not apply.

\textbf{Band edges.} At the smallest gap $X=0$, $G=T^2E^2$ and $R=-aD\Delta/(2TE)$. At the largest gap $Y=0$, $G=D^2E^2$ and $R=-aT\Delta/(2DE)$. The latter grows without bound as $D\to0$, yet $|r_{cv}|^2R$ is proportional to $D$: the long shift belongs to a weak transition. A large shift vector alone does not imply a large current. At both edges (\ref{final}) diverges as an inverse square root, which broadening, or a coupling between chains that spreads the gap, rounds off.

\section{A chain in numbers}

We take $a=0.40$ nm, $\Delta=1.4$ eV, $t_1=1.2$ eV and $t_2=0.8$ eV, hence $T=2.0$ eV and $D=0.4$ eV. The gap runs from 2.91 to 4.88 eV. Let $\hbar\omega=3.2$ eV, so $E=1.6$ eV, and let the field in the crystal be $10^{-5}$ MV/cm. In vacuum this amplitude corresponds to $cE_0^2/8\pi=0.13$ W/cm$^2$. Then
\begin{align*}
G&=0.64+1.96\,(6.12-2.56)=7.62\ \mathrm{eV}^4,\\
|r_{cv}|&=\frac{0.40\sqrt{7.62}}{4\times2.56}=0.108\ \mathrm{nm},\\
R&=-\frac{0.40\times0.8\times1.4\times1.6}{2\times7.62}=-0.047\ \mathrm{nm}.
\end{align*}
On average the electron moves to the left, which is the direction from B to A across the stronger bond. With $eE_0a=4\times10^{-7}$ eV, $X=0.44$ eV$^2$ and $Y=3.40$ eV$^2$,
\[
I=\frac e\hbar\,\frac{2\,(4\times10^{-7})^2\,(1.12)}{64\times2.56\times1.22}\ \mathrm{eV}
=4.4\times10^{-19}\ \mathrm A .
\]
Equivalently, 58 pairs per second and nanometre, each shifted by 0.047 nm, carry 2.7 electrons per second. One chain per area $a^2$ gives $J=0.27$ mA/cm$^2$, or $8.2\times10^5$ statA/cm$^2$.

At fixed field, $J$ falls from 0.55 mA/cm$^2$ at 3.0 eV to 0.10 at 4.4 eV and rises to 0.17 at 4.8 eV, as the two edge singularities require. Meanwhile $|R|$ grows from 0.041 to 0.40 nm, a whole cell.

\textbf{Numerical tests.} The shift vector was computed from eigenvectors with random phases, using overlaps of neighbouring states. For $(t_1,t_2,\Delta)=(1.2,0.8,1.4)$, $(0.7,1.3,0.9)$ and $(1.1,0.9,-0.6)$ eV, each at $k=-5.0,1.3,3.1,6.2$ nm$^{-1}$, the largest deviation from (\ref{RM}) was $5\times10^{-8}$ nm. Expanding the example's $H$ about the resonant $k$ gave there $2\times10^{-9}$ nm, zero within numerical error, at first order, and the full $-0.047$ nm at second order.

A pulse was also followed in time without perturbation theory. It displaced $k$ by $(0.002/a)e^{-t^2/2\tau^2}\cos\omega t$, with $\tau=8\hbar/\mathrm{eV}$ and $\hbar\omega=3.2$ eV, on 400 $k$ points; both field signs were averaged to remove odd orders. The excited fraction was $2.924\times10^{-5}$, against $2.925\times10^{-5}$ from $P_k$. The displacement per excitation was $-0.0465$ nm in both calculations. It differs slightly from $R$ at 3.2 eV because the pulse averages over its spectrum.

\textbf{Beside a real oxide.} The cell and gap are roughly those of ferroelectric barium titanate, whose polar distortion makes metal--oxygen bonds alternate; the hoppings are round model values. Of the effects estimated here, further bands matter most. A remote band 4 eV above $c$, with matrix elements as large as $h_{cv}$, could change $R$ by up to 0.13 nm through (\ref{sumrule}), nearly three times the result, so even the sign is not secured. The position of B matters as well. The stronger bond is normally the shorter one, which moves B to the left: with hoppings fixed, 0.01 nm nearly halves the current, 0.02 nm removes 94\% of it and 0.025 nm reverses its sign, whereas 0.01 nm to the right raises it by 49\%. Hopping between chains that changes $\Delta$ to $\Delta+2t_\perp(\cos q_x+\cos q_y)$, with $t_\perp=0.05$ eV, raises it by 13\%; this form needs A--A and B--B hoppings of opposite sign, and equal signs shift both bands alike and change nothing. Replacing the delta function by a Lorentzian of half-width 0.05 eV changes it by 0.3\% at this photon energy. With refractive index 2.5 and the reduced mass along the chain used in all directions, the exciton binding is 0.13 eV. Carriers are much heavier across weakly coupled chains, so this estimate is low, and the binding may well reach the 0.29 eV by which the photon exceeds the gap; its effect on the current was not computed. With the same index the light intensity falls to 37\% over a depth of 18 nm, so for light entering through a face parallel to the chains, a film much thicker than this has an average current density lower by the ratio of depth to thickness. With the half-width $\gamma=0.05$ eV, the delta function in (\ref{rate}) becomes $1/(\pi\gamma)$ at resonance, and a resonant state is excited at the rate $(eE_0|r_{cv}|)^2/(2\hbar\gamma)\approx180$ s$^{-1}$. Saturation is therefore negligible for carrier lifetimes far below a millisecond. Thermal carriers are negligible too, as the band-edge occupation at 300 K is of order $10^{-25}$. The shifts in relaxation and recombination are left out and need not be small: emission at the smallest gap, polarized along the chain, displaces the electron by $aD\Delta/(2TE)=+0.038$ nm, against $-0.047$ nm on excitation. The current is thus a model value, not a prediction for the oxide. Further values are in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
cell length a                          0.40 nm
hoppings t1, t2                        1.20, 0.80 eV
T = t1+t2, D = t1-t2                   2.00, 0.40 eV
site energy Delta                      1.40 eV
smallest, largest gap                  2.912, 4.883 eV
photon energy                          3.20 eV
field amplitude in the crystal         1.0e-05 MV/cm
intensity of that field in vacuum      0.133 W/cm2
resonant k times a                     2.4509 rad
|r_cv| at resonance                    0.1078 nm
joint density of states, per spin      1.0410 1/(eV nm)
pair rate per chain length, both spins 5.7752e+01 1/(s nm)
shift vector R, from states            -0.04705 nm
shift vector R, closed form            -0.04705 nm
largest deviation of R in 12 tests     5.1e-08 nm
R with H cut at first order in k       1.7e-09 nm
R with H cut at second order in k      -0.04705 nm
R of linear three-band test model      -0.5025 (model length)
transverse R of linear two-band model  -0.1776 (model length)
R of isolated dimer (t1 1.2, Delta 0.8 eV) -0.11094 nm
pulse: excited fraction, simulated     2.92364e-05
pulse: excited fraction, formula       2.92495e-05
pulse: shift per excitation, simulated -0.04646 nm
pulse: shift per excitation, formula   -0.04646 nm
current per chain                      4.3534e-19 A
current density, one chain per a^2     0.2721 mA/cm2
same in Gaussian units                 8.1569e+05 statA/cm2
J/E0^2                                 2.721 uA/V2
window 3.1-4.0 eV: k sum, closed form  2.57780e-19, 2.57780e-19 A eV
spectrum at 3.0 eV: R, J  -0.0409 nm, 0.5452 mA/cm2
spectrum at 3.2 eV: R, J  -0.0470 nm, 0.2721 mA/cm2
spectrum at 3.6 eV: R, J  -0.0642 nm, 0.1507 mA/cm2
spectrum at 4.0 eV: R, J  -0.0934 nm, 0.1110 mA/cm2
spectrum at 4.4 eV: R, J  -0.1565 nm, 0.1008 mA/cm2
spectrum at 4.8 eV: R, J  -0.3995 nm, 0.1734 mA/cm2
remote band assumed above c            4.0 eV
remote-band shift, equal matrix elements, at most 0.134 nm
refractive index assumed               2.5
reduced mass at the gap                0.361 m_e
exciton binding, isotropic estimate    0.126 eV
photon energy above the gap            0.288 eV
side hopping assumed                   0.05 eV
current ratio with side hopping        1.13
Lorentzian half-width assumed          0.05 eV
current ratio with broadening          0.997
offset of site B assumed               0.010 nm
shift vector, current ratio with offset -0.0682 nm, 1.490
absorption depth                       17.9 nm
coupling e E0 |r_cv| over half-width   2.2e-06
thermal band-edge occupation at 300 K  3.5e-25
\end{verbatim}
